# Lorentzian power spectrum of an edge with exponential correlation: a program that tests the result

```python
"""
Result under test: an edge whose deviation has the correlation
    C(x) = sigma^2 exp(-|x|/L)
has the two-sided power spectrum
    S(f) = 2 sigma^2 L / (1 + (k L)^2),   k = 2 pi f,
flat at low f and falling as 1/f^2 at high f.
sigma: standard deviation of the edge (nm); L: correlation length (nm);
x: separation along the edge (nm); f: spatial frequency (1/nm); S in nm^3.
Also tested: the cusp of C as origin of the tail, the variance in a band,
the bias from a finite line length W, and the folding from sampling spacing D.
"""
import numpy as np
from scipy.integrate import quad

sigma, L, W, D = 1.5, 20.0, 400.0, 2.0
f_corner = 1 / (2 * np.pi * L)


def lorentzian(k):
    return 2 * sigma**2 * L / (1 + (k * L)**2)


# Panelled Gauss-Legendre nodes on 0 < x < 45 L
g_node, g_weight = np.polynomial.legendre.leggauss(20)
panel = 0.1 * L
starts = panel * np.arange(450)
x_node = (starts[:, None] + panel * (g_node + 1) / 2).ravel()
x_weight = np.tile(panel * g_weight / 2, 450)


def exponential(x):
    return sigma**2 * np.exp(-x / L)


def rounded(x):          # zero slope at x = 0: no cusp
    return sigma**2 * (1 + x / L) * np.exp(-x / L)


def other_cusp(x):       # slope -2 sigma^2 / L at x = 0+
    return sigma**2 * np.exp(-x / L) / (1 + x / L)


def transform(corr, k):
    """Fourier integral of an even correlation, by quadrature."""
    return 2 * np.sum(x_weight * corr(x_node) * np.cos(k * x_node))


def log_slope(corr, k):
    r = 1.01
    change = np.log(transform(corr, k * r) / transform(corr, k / r))
    return change / (2 * np.log(r))


print(f"edge standard deviation sigma = {sigma:.2f} nm")
print(f"correlation length L = {L:.1f} nm")
print(f"line length W = {W:.1f} nm")
print(f"sampling spacing D = {D:.1f} nm")

# Spectrum from the definition against the Lorentzian
for q in (0.0, 0.03, 0.1, 1.0, 3.0, 10.0, 100.0):
    assert np.isclose(transform(exponential, q / L), lorentzian(q / L),
                      rtol=1e-8)
plateau = transform(exponential, 0.0)
print(f"plateau S(0) = {plateau:.3f} nm^3")
print(f"corner frequency = {f_corner:.6f} 1/nm = {1e3*f_corner:.3f} 1/um")
for q in (0.1, 1.0, 10.0):
    k = q / L
    S = transform(exponential, k)
    slope = log_slope(exponential, k)
    assert abs(slope + 2 * q**2 / (1 + q**2)) < 1e-4
    print(f"f = {q:4.1f} f_corner = {q*f_corner:.6f} 1/nm: "
          f"S = {S:.4f} nm^3, log slope = {slope:.4f}")
tail_law = 2 * sigma**2 / (L * (10 / L)**2)
print(f"tail law at 10 f_corner = {tail_law:.4f} nm^3")

# The tail comes from the cusp of the correlation
k_high = 100 / L
slope_rounded = log_slope(rounded, k_high)
slope_exponential = log_slope(exponential, k_high)
assert abs(slope_rounded + 4) < 2e-3
assert abs(slope_exponential + 2) < 1e-3
step = 1e-5 * L
for name, corr in (("exponential", exponential), ("other cusp", other_cusp)):
    initial_slope = (corr(step) - corr(0.0)) / step
    ratio = k_high**2 * transform(corr, k_high) / (-2 * initial_slope)
    assert abs(ratio - 1) < 2e-3
    print(f"k^2 S / (-2 C'(0+)) at 100 f_corner, {name} = {ratio:.5f}")
print(f"log slope at 100 f_corner, exponential = {slope_exponential:.4f}")
print(f"log slope at 100 f_corner, rounded = {slope_rounded:.4f}")

# Variance in a band, total variance, and the inverse transform
b_node, b_weight = np.polynomial.legendre.leggauss(60)
for multiple in (1.0, 10.0):
    F = multiple * f_corner
    f_node = F * (b_node + 1) / 2
    values = [transform(exponential, 2 * np.pi * f) for f in f_node]
    share = 2 * np.sum(b_weight * F / 2 * np.array(values)) / sigma**2
    assert abs(share - 2 / np.pi * np.arctan(2 * np.pi * F * L)) < 1e-8
    print(f"variance share below {multiple:.0f} f_corner = {share:.4f}")
total = quad(lambda q: lorentzian(q / L) / (np.pi * L), 0, np.inf)[0]
assert np.isclose(total, sigma**2, rtol=1e-7)
back = quad(lambda q: lorentzian(q / L) / (np.pi * L), 0, np.inf,
            weight="cos", wvar=1.0)[0]
assert np.isclose(back, exponential(L), rtol=1e-6)
print(f"total variance from spectrum = {total:.4f} nm^2")
print(f"correlation at x = L from spectrum = {back:.4f} nm^2")

# Both parameters recovered from the two limits of the spectrum
tail = k_high**2 * transform(exponential, k_high)
L_read = np.sqrt(plateau / tail)
sigma_read = np.sqrt(np.sqrt(plateau * tail) / 2)
assert abs(L_read / L - 1) < 1e-3 and abs(sigma_read / sigma - 1) < 1e-3
print(f"tail coefficient k^2 S at 100 f_corner = {tail:.5f} nm")
print(f"L read from the two limits = {L_read:.3f} nm")
print(f"sigma read from the two limits = {sigma_read:.4f} nm")

# Finite line: average over all pairs of points y < x on the line
p_node, p_weight = np.polynomial.legendre.leggauss(400)
unit, unit_weight = (p_node + 1) / 2, p_weight / 2
x_first = W * unit[:, None]
separation = x_first * (1 - unit[None, :])
area = W * unit_weight[:, None] * x_first * unit_weight[None, :]
for n in (0, 1, 3, 10, 40):
    k = 2 * np.pi * n / W
    pairs = area * exponential(separation) * np.cos(k * separation)
    periodogram = 2 * np.sum(pairs) / W
    q2 = (k * L)**2
    bias = 1 - L / W * (1 - np.exp(-W / L)) * (1 - q2) / (1 + q2)
    assert np.isclose(periodogram, lorentzian(k) * bias, rtol=1e-8)
    print(f"finite line n = {n:2d}, f = {n/W:.4f} 1/nm: mean periodogram = "
          f"{periodogram:.4f} nm^3, ratio to S = "
          f"{periodogram/lorentzian(k):.4f}")
    if n == 0:
        sigma_mean = np.sqrt(periodogram / W)
print(f"standard deviation of the segment mean = {sigma_mean:.4f} nm")

# Sampled edge: position sum, closed form, and sum over folded frequencies
m = np.arange(1, 1001)
j = np.arange(-20000, 20001)
f_nyquist = 1 / (2 * D)
print(f"Nyquist frequency = {f_nyquist:.4f} 1/nm")
for fraction in (0.5, 1.0):
    k = 2 * np.pi * fraction * f_nyquist
    sampled = D * (sigma**2 + 2 * np.sum(exponential(m * D)
                                         * np.cos(k * m * D)))
    closed = (sigma**2 * D * np.sinh(D / L)
              / (np.cosh(D / L) - np.cos(k * D)))
    folded = np.sum(lorentzian(k + 2 * np.pi * j / D))
    assert np.isclose(sampled, closed, rtol=1e-9)
    assert np.isclose(sampled, folded, rtol=1e-4)
    excess = sampled / lorentzian(k)
    print(f"at {fraction:.1f} Nyquist: S = {lorentzian(k):.5f} nm^3, "
          f"sampled = {sampled:.5f} nm^3, ratio = {excess:.4f}")
assert abs(excess / (np.pi**2 / 4) - 1) < 5e-3   # D/L is small, not zero
print(f"limit of the Nyquist ratio for D << L = {np.pi**2/4:.4f}")

print("verified")
```

It prints:

```
edge standard deviation sigma = 1.50 nm
correlation length L = 20.0 nm
line length W = 400.0 nm
sampling spacing D = 2.0 nm
plateau S(0) = 90.000 nm^3
corner frequency = 0.007958 1/nm = 7.958 1/um
f =  0.1 f_corner = 0.000796 1/nm: S = 89.1089 nm^3, log slope = -0.0198
f =  1.0 f_corner = 0.007958 1/nm: S = 45.0000 nm^3, log slope = -1.0000
f = 10.0 f_corner = 0.079577 1/nm: S = 0.8911 nm^3, log slope = -1.9802
tail law at 10 f_corner = 0.9000 nm^3
k^2 S / (-2 C'(0+)) at 100 f_corner, exponential = 0.99991
k^2 S / (-2 C'(0+)) at 100 f_corner, other cusp = 0.99921
log slope at 100 f_corner, exponential = -1.9998
log slope at 100 f_corner, rounded = -3.9996
variance share below 1 f_corner = 0.5000
variance share below 10 f_corner = 0.9365
total variance from spectrum = 2.2500 nm^2
correlation at x = L from spectrum = 0.8277 nm^2
tail coefficient k^2 S at 100 f_corner = 0.22498 nm
L read from the two limits = 20.001 nm
sigma read from the two limits = 1.5000 nm
finite line n =  0, f = 0.0000 1/nm: mean periodogram = 85.5000 nm^3, ratio to S = 0.9500
finite line n =  1, f = 0.0025 1/nm: mean periodogram = 78.5554 nm^3, ratio to S = 0.9590
finite line n =  3, f = 0.0075 1/nm: mean periodogram = 47.5218 nm^3, ratio to S = 0.9970
finite line n = 10, f = 0.0250 1/nm: mean periodogram = 8.6178 nm^3, ratio to S = 1.0408
finite line n = 40, f = 0.1000 1/nm: mean periodogram = 0.5943 nm^3, ratio to S = 1.0494
standard deviation of the segment mean = 0.4623 nm
Nyquist frequency = 0.2500 1/nm
at 0.5 Nyquist: S = 0.36328 nm^3, sampled = 0.44851 nm^3, ratio = 1.2346
at 1.0 Nyquist: S = 0.09110 nm^3, sampled = 0.22481 nm^3, ratio = 2.4678
limit of the Nyquist ratio for D << L = 2.4674
verified
```
